# Standard error of a Monte Carlo drift velocity with correlated velocities

## Problem

An ensemble Monte Carlo simulation follows \(N\) carriers of charge magnitude \(e\) and effective mass \(m^*\) in a uniform, constant electric field of magnitude \(E\). Let \(v_i(t)\) be the velocity component of carrier \(i\) along the force. Between collisions it grows at the rate \(a=eE/m^*\), in Gaussian units. Collisions occur at the constant rate \(1/\tau\), and each one redraws the velocity from a Maxwellian at the lattice temperature \(T_L\), with no memory of the velocity before. The carriers do not influence one another.

After a warm-up time \(w\) has been discarded, the velocities are recorded for a time \(T\), and the drift velocity is estimated by

\[
\hat v=\frac1N\sum_{i=1}^N \bar v_i,\qquad
\bar v_i=\frac1T\int_0^T v_i(t)\,dt ,
\]

where \(t=0\) now marks the start of recording. Find the standard error of \(\hat v\), that is, its standard deviation over many repetitions of the whole simulation, as a function of \(N\) and \(T\).

Evaluate it for round model parameters: \(m^*=0.20\,m\), \(T_L=300\) K, \(\tau=0.10\) ps, \(E=1.0\) kV/cm, \(N=10^4\), \(T=5.0\) ps and \(w=0.5\) ps. The velocities are stored every \(\Delta=0.01\) ps, which gives \(M=T/\Delta=500\) snapshots.

## A tempting solution

First find the mean and variance of one velocity in the steady state. Let \(s\) be the time since a carrier's last collision. The probability of no collision during a time \(s\) is \(e^{-s/\tau}\), so \(s\) has the density \(e^{-s/\tau}/\tau\), with mean \(\tau\) and variance \(\tau^2\). The velocity is

\[
v=u+as ,
\]

where \(u\) is the velocity drawn at that collision, with mean zero and variance \(k_BT_L/m^*\). Because the collision rate does not depend on velocity, \(u\) and \(s\) are independent and their variances add:

\[
v_d=\langle v\rangle=a\tau=\frac{eE\tau}{m^*},\qquad
\sigma^2=\frac{k_BT_L}{m^*}+(a\tau)^2 .
\]

With \(a=8.794\times10^{18}\) cm/s², the drift velocity is \(v_d=8.794\times10^{18}\times10^{-13}=8.794\times10^5\) cm/s. The thermal velocity is \(\sqrt{k_BT_L/m^*}=1.508\times10^7\) cm/s, and therefore

\[
\sigma=\sqrt{(1.508\times10^7)^2+(8.794\times10^5)^2}\ \text{cm/s}
=1.510\times10^7\ \text{cm/s}.
\]

Now count the data. There are \(NM=10^4\times500=5\times10^6\) stored velocities, each with standard deviation \(\sigma\). The error of their mean is then taken to be

\[
\frac{\sigma}{\sqrt{NM}}=6.75\times10^3\ \text{cm/s},
\]

or 0.77 % of \(v_d\).

## Where it fails

The values of \(v_d\) and \(\sigma\) are right. The fault is in the last step, which a simple thought exposes: halving \(\Delta\) doubles \(M\) and lowers the claimed error by \(\sqrt2\), although the carriers have done nothing new. By storing the same trajectories more often, one could claim any accuracy.

For one carrier, write \(\delta v=v-v_d\). The variance of the mean of \(M\) snapshots is

\[
\operatorname{Var}\Big(\frac1M\sum_{j=1}^M v(t_j)\Big)
=\frac1{M^2}\sum_{j=1}^M\sum_{k=1}^M
\langle\delta v(t_j)\,\delta v(t_k)\rangle .
\]

The \(M\) diagonal terms contribute \(\sigma^2/M\). The tempting solution keeps these and drops the off-diagonal terms. That would be justified if different snapshots were uncorrelated, but successive snapshots are \(0.1\,\tau\) apart, and in so short a time most carriers have not collided at all. Their velocities are nearly unchanged.

Between different carriers the cross terms do vanish, because the carriers are independent. The factor \(1/\sqrt N\) is sound; the factor \(1/\sqrt M\) is not.

## The velocity correlation

The missing terms require the covariance \(C(t)=\langle\delta v(0)\,\delta v(t)\rangle\). Fix the velocity \(v_0\) at time zero and find the mean velocity at a later time \(t>0\). There are two possibilities.

- With probability \(e^{-t/\tau}\) no collision has occurred, and the velocity is \(v_0+at\).
- Otherwise the last collision took place a time \(s<t\) ago, with density \(e^{-s/\tau}/\tau\), and the mean velocity is \(as\).

Adding the two contributions gives

\[
\langle v(t)\rangle_{v_0}
=e^{-t/\tau}(v_0+at)+a\int_0^t \frac{s}{\tau}\,e^{-s/\tau}\,ds .
\]

Integration by parts gives the integral:

\[
\int_0^t\frac{s}{\tau}e^{-s/\tau}ds
=\Big[-s\,e^{-s/\tau}\Big]_0^t+\int_0^t e^{-s/\tau}ds
=-t\,e^{-t/\tau}+\tau\big(1-e^{-t/\tau}\big).
\]

The terms in \(at\,e^{-t/\tau}\) cancel, and with \(a\tau=v_d\) we have

\[
\langle v(t)\rangle_{v_0}=v_d+(v_0-v_d)\,e^{-t/\tau}.
\]

Subtract \(v_d\), multiply by \(v_0-v_d\), and average over the steady-state distribution of \(v_0\). Since \(\langle(v_0-v_d)^2\rangle=\sigma^2\), and since a steady-state covariance depends on the size of the lag alone,

\[
C(t)=\sigma^2e^{-|t|/\tau}.
\]

In this model the correlation time equals the mean time between collisions, because one collision erases the memory completely and, the rate being constant, the chance of no collision during \(t\) is \(e^{-t/\tau}\). Both conditions are needed. With flights of equal length \(\tau\), for example, the thermal correlation would fall linearly to zero at \(t=\tau\), and its integrated correlation time would be \(\tau/2\). From here on, the derivation of the error uses just the exponential form of \(C\), so it also applies to other models with this covariance, whatever the shape of their velocity distribution.

## The correct standard error

Independence of the carriers gives

\[
\operatorname{Var}(\hat v)=\frac1{N^2}\sum_{i=1}^N\operatorname{Var}(\bar v_i)
=\frac{\operatorname{Var}(\bar v)}{N},
\]

where \(\bar v\) is the time average for any one carrier. Its variance is

\[
\operatorname{Var}(\bar v)=\frac1{T^2}\int_0^T\!dt\int_0^T\!dt'\,C(t-t').
\]

The integrand is symmetric in \(t\) and \(t'\), so the square contributes twice the triangle \(t'<t\). In that triangle set \(u=t-t'\). For a given lag \(u\), the time \(t\) can run from \(u\) to \(T\), an interval of length \(T-u\). Hence

\[
\operatorname{Var}(\bar v)=\frac2{T^2}\int_0^T(T-u)\,C(u)\,du .
\]

For the exponential covariance, integrate by parts, differentiating \(T-u\):

\[
\begin{aligned}
\int_0^T(T-u)e^{-u/\tau}du
&=\Big[-\tau(T-u)e^{-u/\tau}\Big]_0^T-\tau\int_0^Te^{-u/\tau}du\\
&=\tau T-\tau^2\big(1-e^{-T/\tau}\big).
\end{aligned}
\]

Multiplying by \(2\sigma^2/T^2\) and writing \(x=T/\tau\) gives \(\operatorname{Var}(\bar v)=\sigma^2g(x)\), and so

\[
\boxed{\;\mathrm{SE}(N,T)=\frac{\sigma}{\sqrt N}\sqrt{g(T/\tau)},\qquad
g(x)=\frac{2}{x^2}\big(x-1+e^{-x}\big)\;}
\]

The function \(g\) was tested against direct numerical integration over the time square. The collision model was also simulated flight by flight in a strong field, \(a\tau=\sqrt{k_BT_L/m^*}\). The simulated values of \(\operatorname{Var}(\bar v)/\sigma^2\) at \(T/\tau=0.5\), 3 and 10 are 0.8545, 0.4545 and 0.1799; the formula gives 0.8522, 0.4555 and 0.1800. The differences passed a test against the sampling error of the simulation.

## Short and long recordings

For \(x\ll1\), the expansion \(e^{-x}=1-x+x^2/2-x^3/6+\dots\) gives

\[
g(x)=\frac2{x^2}\Big(\frac{x^2}2-\frac{x^3}6+\dots\Big)=1-\frac x3+\dots
\]

The error is then close to \(\sigma/\sqrt N\), that of a single snapshot. In a recording much shorter than \(\tau\), most carriers do not collide and keep practically one velocity.

For \(x\gg1\) the exponential is negligible, and

\[
g(x)\simeq\frac2x-\frac2{x^2},\qquad
\mathrm{SE}\simeq\sigma\sqrt{\frac{2\tau}{NT}}\quad\text{to leading order}.
\]

Comparison with \(\sigma/\sqrt{N_{\rm eff}}\) defines an effective number of independent velocities, \(N_{\rm eff}=N/g\). In a long recording it approaches \(NT/(2\tau)\): each carrier supplies one independent velocity per \(2\tau\). The factor 2 arises because a velocity is correlated with both its past and its future; the time it multiplies is the integrated correlation time \(\int_0^\infty C(t)\,dt/\sigma^2\), which equals \(\tau\) for the exponential covariance.

The long-time result is tied to diffusion. The displacement of one carrier during \(T\) is \(T\bar v\), with variance \(T^2\sigma^2g\simeq2\sigma^2\tau T\). Equating this to \(2DT\) identifies the diffusion coefficient along the field, \(D=\sigma^2\tau\), so that

\[
\mathrm{SE}\simeq\sqrt{\frac{2D}{NT}} .
\]

The random spreading of the carriers is thus the same noise that limits the precision of the estimated drift velocity.

## The snapshots, treated correctly

The stored data form a sum rather than an integral. Let \(r=e^{-\Delta/\tau}\) be the correlation between neighbouring snapshots. Among \(M\) snapshots there are \(M-k\) pairs separated by \(k\) steps, and each pair appears twice in the double sum. The variance of one carrier's snapshot mean is therefore \(\sigma^2g_M\), with

\[
g_M=\frac1{M^2}\Big[M+2S\Big],\qquad S=\sum_{k=1}^{M-1}(M-k)r^k .
\]

To evaluate \(S\), note that \(r^k\) occurs \(M-k\) times if the partial sums \(r+r^2+\dots+r^m\) are added for \(m=1,\dots,M-1\). Each partial sum is \(r(1-r^m)/(1-r)\), so

\[
\begin{aligned}
S&=\frac r{1-r}\sum_{m=1}^{M-1}(1-r^m)
=\frac r{1-r}\Big[M-1-\frac{r-r^M}{1-r}\Big]\\
&=\frac r{1-r}\Big[M-\frac{1-r^M}{1-r}\Big].
\end{aligned}
\]

Inserting this and using \(1+2r/(1-r)=(1+r)/(1-r)\) gives

\[
g_M=\frac1M\left[\frac{1+r}{1-r}-\frac{2r(1-r^M)}{M(1-r)^2}\right].
\]

Two limits show when snapshots may be counted as independent and when they may not.

- If \(\Delta\gg\tau\), then \(r\to0\) and \(g_M\to1/M\). Widely spaced snapshots are independent, and the tempting formula holds.
- If \(\Delta\to0\) at fixed \(T\), then \(1-r\simeq\Delta/\tau\), \(M(1-r)\to x\) and \(r^M=e^{-x}\). The bracket divided by \(M\) tends to \(2/x-2(1-e^{-x})/x^2=g(x)\). The error approaches a fixed value, and finer storage brings no further gain.

For \(\Delta\ll\tau\ll T\), the tempting formula is too small by the factor \(\sqrt{Mg}\simeq\sqrt{2M\tau/T}=\sqrt{2\tau/\Delta}\). Here that is \(\sqrt{20}\approx4.5\).

## Numbers

With \(x=5.0/0.10=50\) the exponential is negligible, and

\[
g=\frac{2\times49}{2500}=0.0392,
\]

\[
\mathrm{SE}=1.510\times10^7\sqrt{\frac{0.0392}{10^4}}\ \text{cm/s}
=2.99\times10^4\ \text{cm/s}=299\ \text{m/s}.
\]

This is 3.4 % of \(v_d\), not 0.77 %. The snapshot formula gives \(2.99\times10^4\) cm/s as well, so storing every 0.01 ps loses practically nothing compared with continuous recording. The tempting estimate is too small by a factor of 4.43. The five million stored velocities are worth \(N/g=2.55\times10^5\) independent ones.

A single snapshot would have an error of \(1.51\times10^5\) cm/s, or 17 % of \(v_d\). The error is large because the drift is a small displacement of a broad thermal distribution: \(v_d^2\) makes up just 0.34 % of \(\sigma^2\).

For a 1 % error with the same \(N\), the leading long-time formula requires

\[
T\simeq\frac{2\tau\sigma^2}{N(0.01\,v_d)^2}\approx59\ \text{ps}.
\]

The next term of \(g\) shortens this by about \(\tau\), to 58.9 ps.

The dependence on field follows from \(\sigma\). In a weak field \(\sigma\) is nearly constant while \(v_d\propto E\), so the relative error grows as \(1/E\), and the long recording time needed for a given relative error grows as \(1/E^2\). In the opposite case, \(a\tau\gg\sqrt{k_BT_L/m^*}\), this model has \(\sigma\to v_d\), and the relative error tends to \(\sqrt{g/N}\), which is 0.2 % for the present \(N\) and \(T/\tau\). For the present parameters the crossover \(a\tau=\sqrt{k_BT_L/m^*}\) lies near 17 kV/cm, so the limit needs fields well above that and drift velocities well above \(1.5\times10^7\) cm/s, where real semiconductors typically show velocity saturation. The limit is a property of the model: it relies on \(\tau\) remaining constant and on every collision restoring the lattice temperature. With energy-dependent scattering, \(\sigma\) and the correlation function generally depend on the field. In a weak field their equilibrium forms remain good approximations; in a strong field they must be found anew.

## Warm-up: an error that more carriers do not cure

The standard error describes scatter about the mean of the estimator. If recording starts too early, that mean is itself wrong. Suppose the carriers are released from a Maxwellian without drift. Averaging the conditional mean found above over \(v_0\), with \(\langle v_0\rangle=0\), gives \(\langle v\rangle=v_d(1-e^{-t/\tau})\) at a time \(t\) after release. Recording from \(w\) to \(w+T\) then produces the bias

\[
b=-\frac{v_d}T\int_w^{w+T}e^{-t/\tau}dt
=-v_d\,\frac\tau T\,e^{-w/\tau}\big(1-e^{-T/\tau}\big).
\]

Without warm-up, \(b=-1.76\times10^4\) cm/s, more than half of the standard error. It does not depend on \(N\), whereas SE falls as \(1/\sqrt N\), so in a larger ensemble the bias would dominate. The warm-up of \(5\tau\) reduces it to about \(-119\) cm/s, which is negligible here.

Warm-up has a cost, which affects the choice between many carriers and long recordings. Let the total simulated carrier time \(K=N(T+w)\) be fixed. Then

\[
\mathrm{SE}^2=\frac{\sigma^2}{K}(T+w)\,g(T/\tau)
\simeq\frac{2\sigma^2\tau}{K}\Big[1+\frac{w-\tau}{T}\Big]
\]

for \(T\gg\tau,w\), where terms of second order in \(1/T\) have been dropped. When \(w>\tau\), longer recordings with fewer carriers are slightly better in this regime, because less time is spent on warm-up. For \(K=55\,000\) ps and \(w=0.5\) ps, the full formula gives:

| \(N\) | \(T\) (ps) | SE (cm/s) |
|---:|---:|---:|
| 50 000 | 0.60 | \(3.56\times10^4\) |
| 10 000 | 5.0 | \(2.99\times10^4\) |
| 1 000 | 54.5 | \(2.89\times10^4\) |

The last step gains little: once \(T\) is much longer than \(w\), almost all the carrier time is already being recorded.

## Estimating the error from the run itself

In a realistic simulation \(\tau\) and \(\sigma\) may be unknown. The independent objects are the carriers, so form one time average \(\bar v_i\) for each and compute

\[
s^2=\frac1{N-1}\sum_{i=1}^N(\bar v_i-\hat v)^2,\qquad
\mathrm{SE}_{\rm est}=\frac{s}{\sqrt N}.
\]

To see that \(s^2\) has the right mean, let \(V=\operatorname{Var}(\bar v)\) and measure velocities from \(v_d\). The sum equals \(\sum_i\bar v_i^2-N\hat v^2\), whose mean is \(NV-N(V/N)=(N-1)V\). Thus \(\langle s^2\rangle=V\). All correlations in time are already contained in the spread of the \(\bar v_i\), and no correlation function has to be fitted.

One simulation with the parameters of the problem gave \(\hat v=8.54\times10^5\) cm/s and \(\mathrm{SE}_{\rm est}=2.94\times10^4\) cm/s, close to the predicted \(2.99\times10^4\) cm/s. The estimate lies 0.87 standard errors below \(v_d\), an ordinary deviation. Measured against the tempting error of \(6.75\times10^3\) cm/s, the same deviation would be nearly four standard errors and would wrongly suggest a fault in the simulation.

## When the formula no longer applies

If the correlation is not a single exponential, the integral of \((T-u)C(u)\) still holds in the steady state. For a sum of exponentials, \(C(t)=\sum_nA_ne^{-|t|/\tau_n}\), linearity gives \(\operatorname{Var}(\hat v)=N^{-1}\sum_nA_n\,g(T/\tau_n)\). A slow component can then control the error at long times even if its amplitude is small, since its contribution tends to \(2A_n\tau_n/(NT)\).

If the carriers share a fluctuating self-consistent field, they are no longer independent. Let \(c\) be the covariance of the time averages of two different carriers, taken equal for all pairs. The double sum over carriers has \(N\) diagonal terms \(V\) and \(N(N-1)\) cross terms \(c\), so

\[
\operatorname{Var}(\hat v)=\frac{V+(N-1)c}{N}.
\]

For a positive \(c\) that does not itself fall with \(N\), this tends to \(c\) rather than to zero. If instead \(c=\kappa/N\), of either sign, as in a mean-field coupling, the variance is close to \((V+\kappa)/N\) for large \(N\): it still falls as \(1/N\), but with a different coefficient. In both cases \(\langle s^2\rangle=V-c\), so \(\mathrm{SE}_{\rm est}\) misses the change. The spread between carriers within one run does not reveal such common noise; independent repetitions of the whole simulation do.

## Computed results

```
Collision-model test, variance of time average / sigma^2:
  T/tau =  0.5: simulated 0.8545, formula 0.8522
  T/tau =  3.0: simulated 0.4545, formula 0.4555
  T/tau = 10.0: simulated 0.1799, formula 0.1800
effective mass = 0.20 m = 1.8219e-28 g
lattice temperature = 300 K
correlation time tau = 0.10 ps
field = 1.0 kV/cm = 3.3356 statvolt/cm
carriers N = 10000
recording time T = 5.0 ps, T/tau = 50
warm-up time w = 0.5 ps
acceleration = 8.7941e+18 cm/s^2
drift velocity v_d = 8.7941e+05 cm/s = 8.7941e+03 m/s
thermal velocity sqrt(kT/m*) = 1.5078e+07 cm/s
sigma = 1.5104e+07 cm/s
field share of sigma^2 = 0.339 %
diffusion coefficient sigma^2 tau = 22.812 cm^2/s
variance factor g = 0.03920
effective independent velocities N/g = 2.5510e+05
standard error SE = 2.9904e+04 cm/s = 2.9904e+02 m/s
relative standard error = 3.40 %
long-time approximation of SE = 3.0207e+04 cm/s
single-snapshot error = 1.5104e+05 cm/s
single-snapshot relative error = 17.17 %
snapshots = 500, spacing = 0.01 ps
SE with correlated snapshots = 2.9917e+04 cm/s
error if snapshots were independent = 6.7545e+03 cm/s
understatement factor = 4.43
start-up bias without warm-up = -1.7588e+04 cm/s
start-up bias with warm-up = -118.51 cm/s
recording time for 1 % error = 58.82 ps
equal total carrier time N(T+w) = 55000 ps:
  N = 50000, T =  0.60 ps: SE = 3.5608e+04 cm/s
  N = 10000, T =  5.00 ps: SE = 2.9904e+04 cm/s
  N =  1000, T = 54.50 ps: SE = 2.8907e+04 cm/s
simulated drift velocity = 8.5354e+05 cm/s
simulated SE from carrier spread = 2.9408e+04 cm/s
simulated deviation from v_d = -0.87 SE
```
